# Laporte–Platt Degeneracy of Maximum-Spin Terms and the Checking of Coefficient Tables, part 2

The problem is to test tabulated interaction-energy coefficients for $N$ electrons in a shell $l^N$, using a contact interaction whose maximum-spin energies are known independently. All orbitals share one real, normalized radial function $R(r)$. The interaction is spin-independent and is taken to first order within the configuration. Terms have total orbital angular momentum $L$ and spin $S$, with projections $M_L$ and $M_S$. With $\omega$ the angle between the position vectors,

$$
V(\mathbf r_1,\mathbf r_2)=\sum_k v_k(r_1,r_2)P_k(\cos\omega). \tag{3}
$$

The Slater integrals, without divisors, are

$$
F^k=\int_0^\infty\!\!\int_0^\infty R^2(r_1)R^2(r_2)\,v_k(r_1,r_2)\,r_1^2r_2^2\,dr_1dr_2. \tag{4}
$$

With Condon–Shortley phases, and $a,b,c,d$ denoting magnetic quantum numbers,

$$
c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y^*_{lm}Y_{k,m-m'}Y_{lm'}\,d\Omega, \tag{6}
$$

$$
\langle ab|V|cd\rangle=\sum_kF^k\,c^k(c,a)\,c^k(b,d),\qquad a+b=c+d. \tag{7}
$$

In single-orbital angular integrals $x=\cos\theta$. Energies have the form

$$
E=\sum_{k=0,2,\ldots}^{2l}f_kF^k, \tag{8}
$$

where the dimensionless $f_k$ do not depend on the radial form of the interaction.

For the contact interaction $V=g\,\delta(\mathbf r_1-\mathbf r_2)$,

$$
F^k=(2k+1)\frac{g}{4\pi}\int_0^\infty R^4r^2\,dr=(2k+1)F^0. \tag{10}
$$

Its radial factor is therefore $g\int R^4r^2dr=4\pi F^0$. Parallel-spin matrix elements cancel,

$$
\langle ab|V|cd\rangle-\langle ab|V|dc\rangle=0 \tag{14}
$$

and hence

$$
E(S=N/2)=0,\qquad N\le2l+1, \tag{15}
$$

for every $L$.

Let $b_L$ be the square of the 3j symbol with $l,l,L$ above and zeros below. Then

$$
w(x)\equiv P_l(x)^2=\sum_La_LP_L(x),\qquad a_L=(2L+1)b_L. \tag{19}
$$

With $n=2l+1$ and $b_0=1/(2l+1)$, the values for even $L$ follow from

$$
\frac{b_{L+2}}{b_L}=\frac{(L+1)^2[n^2-(L+1)^2]}{(L+2)^2[n^2-(L+2)^2]}. \tag{23}
$$

### The condition on a row

The coefficients $f_k$ do not depend on the radial form of the interaction. They are the same numbers for Coulomb repulsion and for a delta function. Contact values may therefore be inserted into a table intended for Coulomb energies. From (15), every maximum-spin row must obey

$$
\sum_{k=0,2,\ldots}^{2l}(2k+1)f_k=0,\qquad N\le2l+1. \tag{26}
$$

This does not say that real electrons have a contact interaction. It uses one member of the class of interactions covered by the coefficients, chosen because its energies are known independently.

For $d^2$ the triplet rows are

$$
E({}^3F)=F^0-\frac8{49}F^2-\frac1{49}F^4,\qquad
E({}^3P)=F^0+\frac17F^2-\frac4{21}F^4. \tag{27}
$$

Their contact sums are

$$
1-\frac{40}{49}-\frac9{49}=0,\qquad
1+\frac57-\frac{12}7=0. \tag{28}
$$

For $d^3$ the quartet rows, in the order $f_0,f_2,f_4$, are $(3,-\tfrac{15}{49},-\tfrac8{49})$ for $F$ and $(3,0,-\tfrac13)$ for $P$. They give $3-\tfrac{75}{49}-\tfrac{72}{49}=0$ and $3-3=0$. The output lists the rows for $f^2$ and $f^3$ too, each with vanishing contact sum. It also shows identical rows for $^4S$ and $^4F$ in $f^3$. Those two terms are then degenerate for any values of $F^k$, a stronger statement than (26), and one that the contact argument does not explain.

Two conventions need attention before the test is applied. Some tables use divided integrals $F_k=F^k/D_k$. Their coefficients are $D_kf_k$, so each must be multiplied by $(2k+1)/D_k$ in the contact sum. For the d shell with $D_2=49$ and $D_4=441$, the $^3F$ row becomes $(1,-8,-9)$, and its test is $1-8\cdot\tfrac5{49}-9\cdot\tfrac9{441}=0$.

Other tables measure energies from the average of the configuration. That average has to be restored. Over all determinants of $l^N$, every pair of distinct spin-orbitals occurs equally often. A parallel-spin pair has zero contact energy. The sum over all opposite-spin pairs is

$$
4\pi F^0\int\left(\sum_m|Y_{lm}|^2\right)^2d\Omega=(2l+1)^2F^0, \tag{29}
$$

since $\sum_m|Y_{lm}|^2=(2l+1)/(4\pi)$. There are $(4l+2)(4l+1)/2=(2l+1)(4l+1)$ pairs of spin-orbitals in total, so the average energy per pair is $(2l+1)F^0/(4l+1)$. With $N(N-1)/2$ pairs of electrons,

$$
\bar E=\frac{N(N-1)}2\,\frac{2l+1}{4l+1}F^0. \tag{30}
$$

For $d^2$ this is $\tfrac59F^0$. For $N\le2l+1$, a maximum-spin row measured from the average must therefore have contact sum $-\bar E/F^0$, instead of zero.

### Shells more than half full

For $N>2l+1$ the spins cannot all be parallel. The largest $M_S$ is obtained with $2l+1$ electrons up and $N-2l-1$ down. The up electrons fill all orbitals. By (14), up–up and down–down interactions contribute nothing. There is no exchange between opposite spins, and the full up shell acts on the down electrons as a one-body potential with matrix elements

$$
4\pi F^0\int\left(\sum_m|Y_{lm}|^2\right)Y^*_bY_d\,d\Omega=(2l+1)F^0\delta_{bd}. \tag{31}
$$

The matrix is thus a multiple of the unit matrix:

$$
E_{\text{max spin}}=(N-2l-1)(2l+1)F^0,\qquad N\ge2l+1. \tag{32}
$$

The maximum-spin terms are still degenerate, but for $N>2l+1$ they no longer lie at zero. Physically, each additional electron meets the same spherical density, whatever orbital it occupies. For $d^8$ the energy is $3\cdot5F^0=15F^0$. The right side of (26) is then 15, provided the table retains the full interaction energy. For a row measured from the configuration average it is $(E_{\text{max spin}}-\bar E)/F^0$, with $\bar E$ from (30); for $d^8$ this is $15-\tfrac{140}9=-\tfrac59$, the same value as for $d^2$. At $N=2l+1$, (32) joins the zero of (15).

### A second condition from the mean

Equation (26) is one linear condition on each row. For $N\le2l+1$, where all spins can be parallel, a further check uses all maximum-spin terms together. Weight each term by $2L+1$, which counts its states at fixed $M_S$. The weighted sum of energies is the trace over parallel-spin determinants, where every orbital pair occurs equally often. It is therefore enough to average over the $l(2l+1)$ pairs of orbitals.

Direct and exchange elements are equal when the two orbitals coincide, so the sum over distinct pairs is half the unrestricted double sum of direct minus exchange. The direct double sum contains

$$
\sum_mc^k(m,m)=\int\sum_m|Y_{lm}|^2P_k(\cos\theta)\,d\Omega=(2l+1)\delta_{k0}, \tag{33}
$$

and equals $(2l+1)^2F^0$. For the exchange sum, write $[c^k(m,m')]^2$ as a double integral over two directions and use the addition theorem for each sum over orbitals:

$$
\sum_{mm'}[c^k(m,m')]^2
=\left(\frac{2l+1}{4\pi}\right)^2\!\iint P_l^2(\cos\omega)P_k(\cos\omega)\,d\Omega_1d\Omega_2. \tag{34}
$$

The double integral is $4\pi\cdot2\pi\int_{-1}^1P_l^2P_k\,dx$. By (19), $\tfrac12\int_{-1}^1P_l^2P_k\,dx=a_k/(2k+1)=b_k$. The sum in (34) is thus $(2l+1)^2b_k$, and the mean energy of a parallel-spin pair is

$$
\bar e=\frac{2l+1}{2l}\left(F^0-\sum_kb_kF^k\right). \tag{35}
$$

Because $b_0=1/(2l+1)$, the coefficient of $F^0$ is one. Multiplying by the number of electron pairs, all of which have parallel spins when $N\le2l+1$, gives for $k>0$ and $N\le2l+1$

$$
\bar f_k=-\frac{N(N-1)}2\,\frac{2l+1}{2l}\,b_k. \tag{36}
$$

The mean is consistent with the contact rule: setting $x=1$ in (19) gives $\sum_k(2k+1)b_k=1$, and (35) vanishes for $F^k=(2k+1)F^0$.

In the d shell, (23) gives $b_2=b_4=\tfrac2{35}$. Hence $\bar f_2=\bar f_4=-\tfrac54\cdot\tfrac2{35}=-\tfrac1{14}$ for $d^2$. The rows (27) satisfy this:

$$
\frac{7(-8/49)+3(1/7)}{10}=-\frac1{14},\qquad
\frac{7(-1/49)+3(-4/21)}{10}=-\frac1{14}. \tag{37}
$$

### What the checks detect and what they miss

Suppose the sign of $f_4$ in the $^3P$ row is reversed. The contact sum becomes $1+\tfrac57+\tfrac{12}7=\tfrac{24}7$, and the fault is visible. More generally, an error $\delta f_k$ in a single coefficient changes the sum by $(2k+1)\delta f_k$, which cannot vanish unless the error does.

Two errors in one row can compensate. With $f_0$ known, an error in a d-shell row is hidden from (26) when $5\delta f_2+9\delta f_4=0$, that is, when

$$
(\delta f_2,\delta f_4)=t(9,-5). \tag{38}
$$

Taking $t=1/441$ in the $^3F$ row produces the wrong row $(1,-\tfrac17,-\tfrac2{63})$. Its contact sum is $1-\tfrac57-\tfrac27=0$. The means, however, become $-\tfrac2{35}$ and $-\tfrac5{63}$, which disagree with $-\tfrac1{14}$, so the second check exposes the error.

An error can also pass both checks. Give the $^3F$ and $^3P$ rows errors of the form (38), with amplitudes $t_F$ and $t_P$. The mean is unchanged if

$$
7t_F+3t_P=0. \tag{39}
$$

One free amplitude remains. For $t_F=3/441$ and $t_P=-7/441$ the false rows are

$$
{}^3F:\left(1,-\frac5{49},-\frac8{147}\right),\qquad
{}^3P:\left(1,0,-\frac19\right). \tag{40}
$$

Both have zero contact sum, and their means are correct. Passing the two checks is therefore necessary for a correct table, but not sufficient.

One direct calculation removes the remaining freedom. The $^3F$ state with $M_L=3$ is the single determinant with orbitals $m=2$ and $m=1$. Its $f_2$ is $c^2(2,2)c^2(1,1)-[c^2(2,1)]^2$. From $|Y_{22}|^2=15(1-x^2)^2/(32\pi)$ and $|Y_{21}|^2=15x^2(1-x^2)/(8\pi)$,

$$
\begin{aligned}
c^2(2,2)&=\frac{15}{32}\int_{-1}^1(1-x^2)^2(3x^2-1)\,dx
=\frac{15}{32}\left(\frac{48}{105}-\frac{112}{105}\right)=-\frac27,\\
c^2(1,1)&=\frac{15}8\int_{-1}^1x^2(1-x^2)(3x^2-1)\,dx
=\frac{15}8\left(\frac{12}{35}-\frac4{15}\right)=\frac17.
\end{aligned} \tag{41}
$$

For the exchange part, $Y_{22}=\sqrt{15/32\pi}\sin^2\theta\,e^{2i\phi}$, and $Y_{21}$ occurs twice. The integral is

$$
c^2(2,1)=\sqrt{\frac{4\pi}5}\sqrt{\frac{15}{32\pi}}\;\frac{15}{8\pi}\;2\pi\int_{-1}^1x^2(1-x^2)^2dx
=\sqrt{\frac38}\,\frac47. \tag{42}
$$

Here the last integral is $16/105$. Thus $[c^2(2,1)]^2=\tfrac6{49}$ and $f_2=-\tfrac2{49}-\tfrac6{49}=-\tfrac8{49}$. Equation (26) then yields $f_4=-\tfrac19(1-\tfrac{40}{49})=-\tfrac1{49}$, and the means fix the $^3P$ row. The checks have supplied three of the four coefficients with $k>0$.

### Approaching contact with a finite range

A finite-range repulsion shows how the degeneracy arises. Replace the delta function by the normalized Gaussian $(\pi a^2)^{-3/2}\exp(-r_{12}^2/a^2)$, where $a$ is its range. Since $r_{12}^2=(r_1-r_2)^2+2r_1r_2(1-\cos\omega)$, the angular weight is $\exp[-z(1-x)]$, with $z=2r_1r_2/a^2$ and $x=\cos\omega$.

Projection on $P_k$ gives $v_k=\tfrac12(2k+1)\int_{-1}^1VP_k\,dx$. The ratio $v_k/[(2k+1)v_0]$ is therefore the average of $P_k(x)$ with the angular weight. For small $a$ the weight is concentrated near $x=1$, where $P_k\approx1-\tfrac12k(k+1)(1-x)$, and the average of $1-x$ is approximately $1/z$. Setting $r_1\approx r_2=r$ gives, to leading order in $a^2$,

$$
\frac{F^k}{(2k+1)F^0}\approx1-\frac{k(k+1)a^2}{4}\left\langle r^{-2}\right\rangle, \tag{43}
$$

where the average has weight $R^4r^2$.

Choose the model radial function $R\propto r^2e^{-\zeta r}$ with $\zeta=3.0\ \text{bohr}^{-1}$. Then

$$
\langle r^{-2}\rangle=\frac{\int_0^\infty r^8e^{-4\zeta r}dr}{\int_0^\infty r^{10}e^{-4\zeta r}dr}
=\frac{(4\zeta)^2}{10\cdot9}=1.6\ \text{bohr}^{-2}. \tag{44}
$$

Inserting (43) into the rows (27) cancels the constant part. What remains is $-0.4a^2\sum_k(2k+1)k(k+1)f_k$, with $a$ in bohr. The sum is $-\tfrac{60}7$ for $^3F$ and $-30$ for $^3P$, so the energies are approximately

$$
E({}^3F)\approx3.43\,a^2F^0,\qquad E({}^3P)\approx12\,a^2F^0. \tag{45}
$$

At $a=0.02$ bohr these give $0.00137F^0$ and $0.0048F^0$, in agreement with the integrated values $0.00137F^0$ and $0.00479F^0$. At $a=0.10$ bohr the integrated values are $0.0331F^0$ and $0.112F^0$, somewhat below the leading estimates. At finite range the antisymmetric functions are sampled away from coincidence, and the triplets acquire energy.

### Coulomb energies from the same rows

For Coulomb repulsion, in atomic units, $v_k=r_<^k/r_>^{k+1}$, where $r_<$ and $r_>$ are the smaller and larger radius. Raising $k$ by two multiplies $v_k$ by $(r_</r_>)^2\le1$, so the integrals decrease with $k$. At contact they increase. The same model radial function gives

$$
F^0=21.073\ \text{eV},\qquad F^2=11.124\ \text{eV},\qquad F^4=7.255\ \text{eV}. \tag{46}
$$

The interaction energies of the triplets are

$$
\begin{aligned}
E({}^3F)&=21.073-1.816-0.148=19.109\ \text{eV},\\
E({}^3P)&=21.073+1.589-1.382=21.280\ \text{eV}.
\end{aligned} \tag{47}
$$

They are split by 2.17 eV. The structure of this splitting is clearer when the rows (27) are subtracted:

$$
E({}^3P)-E({}^3F)=\frac{15}{49}\left(F^2-\frac59F^4\right). \tag{48}
$$

At contact, $F^2/F^4=5/9$ and the bracket vanishes. For Coulomb repulsion $F^2>F^4$, so $^3F$ lies below $^3P$ for any common radial function within this first-order model.

The energies (47) contain the electron repulsion within one configuration. They omit the one-electron energies, spin–orbit coupling and mixing with other configurations, and they are not predicted levels of a particular atom. If configurations mix, further radial integrals enter, and (26) tests the part of the matrix that belongs to $l^N$.

## Numbers as computed

```
contact angular identity, l=1..4, largest error: 3e-13
rows f_0, f_2, ... multiplying F^k (dimensionless); contact sum:
 d^2 3P: 1, 1/7, -4/21; sum 0
 d^2 3F: 1, -8/49, -1/49; sum 0
 d^3 4P: 3, 0, -1/3; sum 0
 d^3 4F: 3, -15/49, -8/49; sum 0
 f^2 3P: 1, 1/5, 1/33, -25/143; sum 0
 f^2 3F: 1, -2/45, -1/33, -50/1287; sum 0
 f^2 3H: 1, -1/9, -17/363, -25/14157; sum 0
 f^3 4S: 3, -2/15, -1/11, -50/429; sum 0
 f^3 4D: 3, 1/9, -1/33, -25/99; sum 0
 f^3 4F: 3, -2/15, -1/11, -50/429; sum 0
 f^3 4G: 3, -2/45, -25/363, -2350/14157; sum 0
 f^3 4I: 3, -13/45, -47/363, -425/14157; sum 0
g^3 repeated quartet terms: F
g^3 largest contact element: 2e-15 F^0
d^2 singlet contact energies (F^0): S 5, D 10/7, G 10/7
f^2 singlet contact energies (F^0): S 7, D 28/15, G 14/11, I 700/429
d^3, 2 up 1 down: 50 states, 10 at zero, next 2.1429 F^0
d^4, 2 up 2 down: 100 states, 5 at zero, next 2.8571 F^0
d^5, 3 up 2 down: 100 states, 1 at zero, next 3.5714 F^0
f^3, 2 up 1 down: 147 states, 35 at zero, next 1.9091 F^0
d^7 maximum-spin contact energy: 10.0000 F^0
d^8 maximum-spin contact energy: 15.0000 F^0
f^12 maximum-spin contact energy: 35.0000 F^0
d^2 configuration average at contact: 0.555556 F^0
d^3 configuration average at contact: 1.666667 F^0
f^2 configuration average at contact: 0.538462 F^0
d^2 3P with sign of f_4 reversed, contact sum: 24/7
correct d^2 triplet means f_2, f_4: -1/14 -1/14
3F wrong row hidden from contact test: 1 -1/7 -2/63
 its table means f_2, f_4: -2/35 -5/63
rows hidden from both tests, 3F: 1 -5/49 -8/147
rows hidden from both tests, 3P: 1 0 -1/9
d^2 error directions left by both tests: 1
model exponent zeta: 3.0 bohr^-1
contact-weighted mean r^-2: 1.6000 bohr^-2
range 0.20 bohr: F2/F0 4.5487, F4/F0 6.6826, 3F 0.12097, 3P 0.37694 F^0
range 0.10 bohr: F2/F0 4.8819, F4/F0 8.3212, 3F 0.03314, 3P 0.11243 F^0
range 0.05 bohr: F2/F0 4.9701, F4/F0 8.8227, 3F 0.00850, 3P 0.02950 F^0
range 0.02 bohr: F2/F0 4.9952, F4/F0 8.9713, 3F 0.00137, 3P 0.00479 F^0
Coulomb F^0, F^2, F^4 (eV): 21.0729, 11.1237, 7.2546
Coulomb d^2 energies: 3F 19.1087 eV, 3P 21.2802 eV
Coulomb 3P - 3F splitting: 2.1714 eV
```
